\section*{Transit-limited cutoff frequency from gate length and carrier velocity}

\section*{Question}

I have a field-effect transistor with an effective gate length of 100 nm, and I am told that the carriers move under the gate at $1.5\times10^{7}$ cm/s. I have to calculate the transit-limited cutoff frequency.

My attempt was to say that a carrier needs a time $L/v$ to cross, so the device can follow at most $v/L$ signals per second. That gives 1500 GHz. A classmate says that I must still divide by $2\pi$, but could not tell me why. Nothing rotates here: the carriers go straight from source to drain. The units do not help either, since they are right with or without the factor.

So where does the $2\pi$ come from, and what actually happens at the cutoff frequency? Do the carriers no longer get across in time? And if they speed up on their way to the drain, which velocity should I use?

\section*{Answer}

Your transit time is right. The missing piece is the definition of the cutoff frequency. It does not count crossings per second; it compares two currents, and one of them is the time derivative of a charge. The derivative of a sinusoid brings in $2\pi f$.

\subsection*{What is being compared}

Apply a small sinusoidal voltage to the gate and hold the source and drain voltages constant. A signal current $i_d$ flows at the drain and a signal current $i_g$ at the gate. The current gain is $|i_d/i_g|$. At low frequency it falls as $1/f$, as shown below. The cutoff frequency $f_T$ is the frequency at which this $1/f$ line, extended upward, reaches one.

The transit-limited value belongs to an idealized device:
\begin{itemize}
\item All carriers under the gate move at the same constant velocity $v$, which does not respond to the signal.
\item The gate carries a charge equal and opposite to the mobile charge beneath it.
\item The gate voltage sets the carrier density at the source end.
\item Other capacitances, access resistances and delays outside the length $L$ are left out.
\end{itemize}
I take electrons as carriers and write $Q$ for the magnitude of their total charge under the gate. The gate charge is then $+Q$. The drain current $I$ is counted positive when electrons leave through the drain.

\subsection*{From stored charge to cutoff frequency}

In steady flow, let $\lambda$ be the magnitude of the mobile charge per unit length. Then $Q=\lambda L$ and $I=\lambda v$. Eliminating $\lambda$ gives
\begin{equation}
I=\frac{v}{L}\,Q=\frac{Q}{\tau},\qquad \tau=\frac{L}{v}.
\end{equation}
The stored charge is replaced once per transit time.

Now change the gate voltage $V_G$ slightly. The transconductance is $g_m=dI/dV_G$ and the gate capacitance is $C_g=dQ/dV_G$. Because $v$ and $L$ stay fixed, differentiating the current gives
\begin{equation}
g_m=\frac{v}{L}\,\frac{dQ}{dV_G}=\frac{v}{L}\,C_g .
\end{equation}
If the velocity changed with gate voltage, the product rule would add a term $(Q/L)\,dv/dV_G$, and the simple ratio $g_m/C_g=v/L$ would fail.

Let the gate signal be $u_g e^{i\omega t}$, with $\omega=2\pi f$. When the period is much longer than $\tau$, the stored charge follows the voltage as in steady flow, with amplitude $C_g u_g$. The gate current is the rate of change of the gate charge, and the time derivative multiplies the amplitude by $i\omega$:
\begin{equation}
i_d=g_m u_g,\qquad i_g=i\omega C_g u_g .
\end{equation}
The current gain is therefore
\begin{equation}
\left|\frac{i_d}{i_g}\right|=\frac{g_m}{\omega C_g}
=\frac{v}{\omega L}=\frac{v}{2\pi f L}.
\end{equation}
Setting this line equal to one and solving for $f$ gives
\begin{equation}
f_T=\frac{v}{2\pi L}=\frac{1}{2\pi\tau}.
\end{equation}
The quantity $v/L$ that you calculated is the angular cutoff frequency, in radians per second. Since the radian has no dimension, checking units cannot reveal the missing $2\pi$.

\subsection*{The numbers}

First put the velocity in SI units:
\begin{equation}
v=(1.5\times10^{7}\ \mathrm{cm/s})(10^{-2}\ \mathrm{m/cm})
=1.5\times10^{5}\ \mathrm{m/s}.
\end{equation}
With $L=1.0\times10^{-7}$ m, the transit time is
\begin{equation}
\tau=\frac{1.0\times10^{-7}\ \mathrm{m}}{1.5\times10^{5}\ \mathrm{m/s}}
=0.667\ \mathrm{ps}.
\end{equation}
The angular cutoff frequency is its inverse, $v/L=1.5\times10^{12}$ rad/s, and so
\begin{equation}
f_T=\frac{1.5\times10^{12}\ \mathrm{rad/s}}{2\pi\ \mathrm{rad}}
=2.39\times10^{11}\ \mathrm{Hz}=239\ \mathrm{GHz}.
\end{equation}
At fixed velocity, doubling the effective length halves this to 119 GHz. The length that counts is the one over which the gate modulates the mobile charge. If that region is longer than the gate metal, the metal length gives too high a result.

\subsection*{Do the carriers fail to get across?}

No. At $f_T$ we have $f_T\tau=1/(2\pi)\approx0.16$, so a carrier crosses in about 16\% of a signal period. To see what does change, drop the assumption that the period is long compared with $\tau$.

Let $j(x,t)=v\lambda(x,t)$ be the current at distance $x$ from the source end, with the same sign convention as $I$. Charge conservation reads
\begin{equation}
\frac{\partial\lambda}{\partial t}+\frac{\partial j}{\partial x}=0 .
\end{equation}
Write the signal parts as $\lambda_1(x)e^{i\omega t}$ and $j_1(x)e^{i\omega t}$. The time derivative becomes $i\omega$, and $\lambda_1=j_1/v$, so
\begin{equation}
\frac{dj_1}{dx}=-\frac{i\omega}{v}\,j_1
\quad\Longrightarrow\quad
j_1(x)=j_1(0)\,e^{-i\omega x/v}.
\end{equation}
A density change made at the source end travels to the drain unchanged in size but delayed. The drain current is
\begin{equation}
i_d=j_1(L)=j_1(0)\,e^{-i\omega\tau}.
\end{equation}
In this model its amplitude does not fall with frequency, because the gate voltage fixes $\lambda_1(0)$ and hence $j_1(0)$, and all carriers take the same time to cross. Diffusion smears the density wave. With a diffusion coefficient of 10 cm$^2$/s and no density gradient at the drain end, the drain amplitude is about 5\% lower at $f_T$ and 38\% lower at 750 GHz, and the unity crossing found below moves from 250 to 243 GHz, while the extended line still gives 239 GHz.

The gate current is the rate of change of all the stored charge. Using charge conservation under the integral,
\begin{align}
i_g&=i\omega\int_0^L\lambda_1\,dx
=-\int_0^L\frac{dj_1}{dx}\,dx\\
&=j_1(0)-j_1(L)
=j_1(0)\left(1-e^{-i\omega\tau}\right).
\end{align}
It is the inflow minus the outflow. To find its magnitude, take out half of the phase:
\begin{equation}
1-e^{-i\omega\tau}
=e^{-i\omega\tau/2}\left(e^{i\omega\tau/2}-e^{-i\omega\tau/2}\right)
=2i\,e^{-i\omega\tau/2}\sin\frac{\omega\tau}{2}.
\end{equation}
The factors $i$ and $e^{-i\omega\tau/2}$ have magnitude one, so in this model
\begin{equation}
\left|\frac{i_d}{i_g}\right|=\frac{1}{2\left|\sin(\omega\tau/2)\right|}.
\end{equation}
For $\omega\tau\ll1$ the sine equals its argument to leading order, and the gain returns to $1/(\omega\tau)=f_T/f$. From there up to $f=1/(2\tau)=750$ GHz the gain falls, because the gate must supply a growing current to change the stored charge, while the drain signal keeps its size.

This also shows why the definition refers to an extended line. The actual gain first reaches one when $\sin(\omega\tau/2)=1/2$. Then $\omega\tau/2=\pi/6$, and with $\omega=2\pi f$,
\begin{equation}
f=\frac{1}{6\tau}=250\ \mathrm{GHz}.
\end{equation}
This is about 5\% above $f_T$. The gap between the actual gain and the extended line grows over this range: at 10 GHz the gain is 23.875 and the line gives 23.873; at 100 GHz the values are 2.405 and 2.387; at $f_T$ they are 1.043 and 1. The gain lies above the line because $\sin y<y$ for $y>0$, which makes the gate current smaller than its low-frequency form predicts. With $y=\omega\tau/2$, the gap is $1/(2\sin y)-1/(2y)\approx y/12$ for small $y$, so it grows in proportion to frequency at first.

Your 1500 GHz has a meaning too. At $f=1/\tau$ one full period of the density wave fits under the gate. Its positive and negative parts cancel in the total charge, the gate current vanishes, and the formula for the gain diverges. That is a property of the idealized model, in which all carriers take the same time to cross and the gate has no other capacitance, and not a prediction of useful gain.

\subsection*{Which velocity, if the carriers speed up?}

As long as the velocity does not respond to the signal, use the velocity that gives the correct transit time. Suppose $v(x)$ depends on position but not on the gate voltage. The equation for $j_1$ becomes $dj_1/dx=-i\omega j_1/v(x)$, and the phase collected between source and drain is $\omega\tau$ with
\begin{equation}
\tau=\int_0^L\frac{dx}{v(x)} .
\end{equation}
The gate current is still inflow minus outflow, so the gain formula and $f_T=1/(2\pi\tau)$ keep their form. The effective velocity is $L/\tau$, the harmonic mean over position.

As an example, let the velocity rise linearly from $v_1=1.0\times10^{5}$ m/s at the source end to $v_2=2.0\times10^{5}$ m/s at the drain end. The arithmetic mean is your $1.5\times10^{5}$ m/s. Since $dv/dx=(v_2-v_1)/L$, we can replace $dx$ by $L\,dv/(v_2-v_1)$:
\begin{equation}
\tau=\frac{L}{v_2-v_1}\int_{v_1}^{v_2}\frac{dv}{v}
=\frac{L\ln(v_2/v_1)}{v_2-v_1}=0.693\ \mathrm{ps}.
\end{equation}
The effective velocity is $1.44\times10^{5}$ m/s and the cutoff frequency is 230 GHz, about 4\% below the constant-velocity result. The carriers spend more time in the slow part than in the fast part, and the arithmetic mean over position ignores this.

This rule has a limit. If the carriers speed up because the channel field grows toward the drain, the gate voltage changes their velocity too, and $g_m/C_g$ no longer equals $1/\tau=I/Q$. In a long-channel transistor in saturation, with gate overdrive $V$, we have $I\propto V^2$ and $Q\propto V$. Then $g_m=2I/V$ and $C_g=Q/V$, so $g_m/C_g=2/\tau$ and $f_T$ is twice $1/(2\pi\tau)$. For the drift law $v=\mu E/(1+E/E_c)$, with mobility $\mu$, field $E$ and saturation velocity $\mu E_c=2.0\times10^{5}$ m/s, a 100 nm channel in saturation biased to a source-end velocity of $1.0\times10^{5}$ m/s gives $g_m/(2\pi C_g)=239$ GHz against $1/(2\pi\tau)=191$ GHz. The two approach each other as the velocity saturates along the whole channel. In such cases use $f_T=g_m/(2\pi C_g)$.

\subsection*{How far to trust the 239 GHz}

The figure describes the region under the gate, not a complete transistor. Suppose, for instance, that the gate has a further capacitance $C_p$ to the grounded source, which stores charge without adding to the drain current. The low-frequency gain becomes $g_m/[\omega(C_g+C_p)]$. Setting it to one and using $g_m=2\pi f_T C_g$ gives
\begin{equation}
f_T'=\frac{g_m}{2\pi(C_g+C_p)}=\frac{f_T}{1+C_p/C_g},
\end{equation}
which is lower than $f_T$ for any positive $C_p$.

The transit formulas were also tested by solving the charge-conservation equation on a grid and integrating the stored charge to obtain the gate current. The low-frequency gain found in this way gives the same cutoff frequencies for the constant and the rising velocity, as the numerical output shows.

\section*{Computed results}
\begin{verbatim}
effective gate length: 1.000e-07 m
given velocity: 1.50e+07 cm/s
velocity in SI: 1.50e+05 m/s
transit time: 6.6667e-13 s
transit time converted: 0.6667 ps
angular cutoff v/L: 1.5000e+12 rad/s
cutoff from formula: 2.3873e+11 Hz
cutoff from formula: 238.73 GHz
cutoff from grid: 238.73 GHz
inverse transit time, no 2 pi: 1500.0 GHz
cutoff for doubled length: 119.37 GHz
at 10.00 GHz: grid gain 23.8750, 1/f line 23.8732 (dimensionless)
at 100.00 GHz: grid gain 2.4049, 1/f line 2.3873 (dimensionless)
at 238.73 GHz: grid gain 1.0429, 1/f line 1.0000 (dimensionless)
actual unity crossing: 250.00 GHz
rising profile, source velocity: 1.00e+05 m/s
rising profile, drain velocity: 2.00e+05 m/s
rising profile, transit time: 0.6931 ps
rising profile, harmonic mean: 1.4427e+05 m/s
rising profile, formula cutoff: 229.61 GHz
rising profile, grid cutoff: 229.61 GHz
\end{verbatim}
